Relaxation energy of a core hole shared among distant equivalent atoms, part 2

In unrestricted Hartree–Fock theory, removing one minority-spin 3p electron from manganese (3d⁵4s²) costs 55.07 eV if the hole is localized, but 57.72 eV if it is spread equally over two distant atoms. The difference of 2.65 eV is one of relaxation.

Equations are in Hartree atomic units, numerical energies in eV, and orbitals are real. The larger basis is def2-TZVP and the smaller def2-SVP, both without f functions. The hole orbital h points along z; h_A is its copy on atom A. The shared orbital is

φ = n^(−1/2) (h₁ + h₂ + … + hₙ).  (4)

With F↓ the minority-spin Fock matrix of the neutral system and ε the energy of h, the frozen-orbital cost is

−φᵀF↓φ = −ε − (1/n) Σ_{A≠B} h_Aᵀ F↓ h_B.  (5)

The last sum is hopping, which dies out with distance. The hole's Coulomb and exchange self-terms, both (hh|hh) for h, cancel for any normalized orbital. Here

(pq|rs) = ∫∫ p(1) q(1) r(2) s(2) / r₁₂ d1 d2.

For a hole of occupation x in h on one atom, E(x) is the self-consistent energy with the hole held in place, E₀ = E(0), and E_frozen(x) = E₀ − xε. The relaxation energy is

r(x) = E_frozen(x) − E(x),  (6)

r(x) = R x² + terms of order x³,  R = vᵀM⁻¹v.  (9)

The vector v holds the potential that drives the other electrons when a whole electron leaves h. Mixing an amount X_ai of empty orbital a into occupied orbital i costs XᵀMX to second order, with orbital energies ε_a, ε_i and

M_ai,bj = (ε_a − ε_i) δ_ai,bj + 2(ai|bj) − [(ab|ij) + (aj|bi)],

where the square bracket is present only for equal spins. For n distant atoms,

R_shared = Σ_A (v/n)ᵀ M⁻¹ (v/n) = n · R/n² = R/n.  (11)

## Full relaxation and the delocalized state

The symbols carried over are these. The neutral atom has energy E₀, and its core orbital h has energy ε. A hole of occupation x in h costs −xε with frozen orbitals, and relaxation lowers this by r(x) = Rx² + …, where R is the linear-response energy. A hole in φ = n^(−1/2) Σ_A h_A, shared by n distant atoms, has the same frozen cost −ε as a localized hole, but its linear-response relaxation energy is R/n. For the minority-spin 3p hole in manganese, −ε = 60.76 eV and R = 6.48 eV.

The localized hole does not quite follow linear response. Its full relaxation energy is r(1) = 5.68 eV, which is 0.80 eV or 12 % less than R. This value belongs to the self-consistent solution that keeps the occupation 3p⁵3d⁵4s². That solution is stationary but marginally not a minimum: for orbital rotations that keep the reflection symmetry, the lowest eigenvalue of its matrix M is −0.02 eV. To see what happens to the shared hole beyond linear response, consider the symmetric determinant of the group after all its orbitals have relaxed. Its orbitals are combinations of equal atomic functions with coefficients c_A/√n, one set of coefficients c_A for each of the n symmetry types. The sets are orthogonal to each other and complete, so that, summed over all types, c_A c_B/n gives one for A = B and zero otherwise.

Suppose that the relaxed atomic functions u are the same for every symmetry type. Full shells then give each atom the density matrix Σ u uᵀ, with nothing between atoms. The missing electron subtracts (1/n) u_h u_hᵀ from the block of each atom, where u_h is the relaxed core function, and the same matrix from each block between two atoms. The block of each atom is thus that of a single atom with hole occupation 1/n, and the energy within the atoms is nE(1/n).

Between two atoms at distance d, the net charges 1/n repel with energy 1/(n²d). The exchange energy of the blocks between atoms is −1/(n²d) in the same limit. They cancel, and what remains are polarization and higher multipole terms that vanish faster. The assumption of common functions u is consistent as well. The leading part of the exchange matrix between atoms is proportional to u_h u_hᵀ, which shifts the core level but does not mix u_h with other functions. Hence

E_ion − E_neutral = n [E(1/n) − E₀] = −ε − n r(1/n).  (12)

The full relaxation energy of the shared hole is n r(1/n). If r(x) = Rx² + Cx³ + …, it becomes

n r(1/n) = R/n + C/n² + ….  (13)

The linear law is the leading term for many atoms, since the hole on each atom is then small. Equation (12) was tested on complete systems with neighbours 3.0 nm apart, in the smaller def2-SVP basis. Two atoms lay on a line and four at the corners of a square, with the 3p orbitals perpendicular to the line or the plane. The relaxation energies of the symmetric hole are 2.703 eV and 1.407 eV, and n r(1/n) from the single atom gives the same values to all these digits.

In the larger basis the full relaxation energies for n = 2, 3, 4 and 8 are 3.031, 2.067, 1.567 and 0.797 eV. The linear values R/n are 3.241, 2.161, 1.620 and 0.810 eV. The shortfall relative to R/n shrinks from 6.5 % at n = 2 to 1.6 % at n = 8. Multiplying the shortfall in eV by n² gives an estimate of −C:

n = 2: 4 × (3.2408 − 3.0309) = 0.84 eV,

n = 8: 64 × (0.8102 − 0.7969) = 0.85 eV.

The steady value shows that the cubic term accounts for nearly all of the departure, with C close to −0.85 eV.

There is a consequence for the way the result is stated. The shared hole recovers one nth of R. Measured against the full relaxation energy r(1) of the localized hole, it recovers 0.533 for two atoms and 0.140 for eight, compared with 0.500 and 0.125. Relative to 1/n this excess does not disappear for large n, because n r(1/n) approaches R/n and not r(1)/n. The recovered fraction approaches (R/r(1))/n, and here R/r(1) = 6.482/5.682 = 1.14. The factor 1/n for the ratio of full mean-field relaxation energies thus requires that the response be linear up to a whole hole on one atom.

The symmetric determinant is stationary, but it is not the lowest one. Let the hole occupy φ = Σ_A c_A h_A with any real coefficients, and let w_A = c_A² be its weight on atom A, so that the weights add up to one. The frozen cost is still −ε, because the cancellation of the self-terms holds for every normalized orbital. Each atom responds to its own share of the hole, and in linear response the cost is

ΔE = −ε − R Σ_A w_A².  (14)

The sum of squares is smallest, 1/n, for equal weights and largest, one, when a single atom carries the hole. With R positive, equal sharing is the most expensive distribution. For two atoms with c₁ = cos θ and c₂ = sin θ,

Σ_A w_A² = cos⁴θ + sin⁴θ = 1 − 2 sin²θ cos²θ = 1 − ½ sin²2θ,

ΔE(θ) = −ε − R + ½ R sin²2θ.

The shared hole, at θ = 45°, sits at a maximum with zero slope. A calculation that starts with full symmetry can remain there, while a small asymmetry lets the hole fall onto one atom. With full relaxation the height of the maximum is r(1) − 2r(½). In the smaller basis this is 5.022 − 2.703 = 2.319 eV. In the complete two-atom system the symmetric determinant was found to lie 2.320 eV above the localized one, in agreement with this value.

Hopping favours sharing, and its size decides when the symmetric determinant becomes acceptable. Let t now stand for the Fock matrix element between h₁ and h₂, made positive by the choice of sign of h₂. By equation (5) with general coefficients, the frozen cost gains the term −2c₁c₂t = −t sin 2θ. With s = sin 2θ, and with the response of each atom still taken as separate,

ΔE(s) = −ε − R + ½ R s² − t s,  0 ≤ s ≤ 1.  (15)

The derivative with respect to s is Rs − t. For t < R the minimum lies at s = t/R, where the two atoms carry unequal shares of the hole. Its energy there is −ε − R − t²/(2R). The symmetric point s = 1 has the energy −ε − ½R − t, which is higher by (R − t)²/(2R). For t ≥ R the symmetric hole is the minimum. The cubic term of r(x) lowers this threshold. For weights w and 1 − w it enters with w³ + (1 − w)³ = 1 − ¾s², which moves the threshold from R to R + 3C/2, about 5.2 eV for manganese. Within this model the loss of relaxation thus concerns levels whose hopping is small compared with R. A core level of distant atoms is deep in that regime. Valence levels of bonded atoms need not be, and for them the assumption of separate atomic responses fails as well.

The true ion cannot prefer one of two equivalent atoms, and it need not pay for its symmetry. Let Ψ₁ be the relaxed determinant with the hole on atom 1 and Ψ₂ its mirror image. Both have the energy E_loc. Their symmetric and antisymmetric combinations have the energies

E± = (E_loc ± H₁₂)/(1 ± S₁₂),  (16)

where S₁₂ is the overlap and H₁₂ the Hamiltonian matrix element between the two determinants. In Ψ₁ atom 1 has one electron fewer than atom 2, and in Ψ₂ the numbers are exchanged. An electron must therefore pass from one atom to the other, and every term in S₁₂ and H₁₂ contains a product of orbitals centred on different atoms. Such products vanish exponentially with distance. At 3.0 nm the calculated coupling is below 10⁻¹² eV, which is zero for any purpose here. Both combinations thus have the energy of the localized determinant, although each of them puts half a hole on each atom.

The symmetric determinant and the symmetric combination share the hole equally, but they differ in how the other electrons follow it. Let q_A be the hole charge found on atom A. In the combination of n localized determinants, q_A is one with probability 1/n and zero otherwise, and the electrons of each atom are adapted to the value that occurs. In linear response the relaxation energy is then R times the sum of the mean squares. In the symmetric determinant the electrons are adapted to the mean charge, and the relaxation energy is R times the sum of the squared means:

R Σ_A ⟨q_A²⟩ = R · n · (1/n) = R,

R Σ_A ⟨q_A⟩² = R · n · (1/n²) = R/n.

The difference,

R Σ_A (⟨q_A²⟩ − ⟨q_A⟩²) = R (1 − 1/n),  (17)

is R times the total variance of the hole charge. It is a correlation energy, since it comes from linking the position of the hole to the state of the other electrons, which one symmetric determinant cannot do. It does not fall with distance, because sharing one hole between two atoms creates the same uncertainty however far apart they are. A localized determinant recovers this energy by breaking the symmetry, and a combination of localized determinants recovers it while keeping the symmetry.

The argument also depends on exact exchange. Suppose that exchange is scaled by a factor a smaller than one and nothing is added in its place. The self-terms of a hole of occupation x then leave ½(1 − a)Ux², with U = (hh|hh). This has the same dependence on x as relaxation but the opposite sign. Each of n distant atoms contributes it with x = 1/n, and in linear response the cost becomes

ΔE = −ε + [½(1 − a)U − R]/n,  (18)

with ε and R evaluated for the same scaled exchange. If ½(1 − a)U exceeds R, the shared hole comes out lower than the localized one, and the order of the two is reversed by a spurious self-repulsion. A density functional adds approximate exchange that removes part of this term, so the balance has to be examined for each functional. The value R/n as the whole difference from the frozen cost belongs to Hartree–Fock theory.

The sizes of several neglected effects can be given for the same hole. A whole hole on one atom polarizes a neighbour. Its field at distance d is 1/d², and a neighbour of polarizability α gains ½α/d⁴. The calculated gain in the smaller basis is 2.13 meV at 1.2 nm and 0.42 meV at 1.8 nm. The ratio of 5.07 corresponds to an inverse power of 4.01, as expected for polarization. The smaller basis lacks diffuse functions, however, and gives the neutral atom a polarizability of only about 41 atomic units. With diffuse functions added to the larger basis it is about 105 in Hartree–Fock theory (98 with another set of diffuse functions), which raises the gain at 1.2 nm to about 5.4 meV. This is still only 0.2 % of the loss studied here. Electron correlation lowers the polarizability, and the gain with it: the value recommended in the literature for the free atom is about 68 atomic units. Second-order perturbation theory on the unrestricted reference gives no usable estimate of this reduction. With diffuse functions the reference is close to an instability, the lowest eigenvalue of M being only 0.37 eV, and the second-order polarizability comes out near 19 atomic units. Scalar relativity raises the relaxation energy by 0.07 eV and the ionization energy by 0.32 eV in the contracted basis used here. With the same basis functions uncontracted, the two shifts are 0.05 eV and 0.25 eV.

The choice of basis matters more. The localized relaxation energy is 5.02 eV in the smaller basis and 5.68 eV in the larger, a difference of 12 % of the larger value. Beyond the larger basis the changes found are one to two tenths of an eV. In the full def2-QZVP basis the localized relaxation energy is 0.16 eV higher, the ionization energy 0.18 eV lower, and the difference of 2.65 eV grows by 0.09 eV. This shift comes from two sources. In def2-QZVP, again restricted to s, p and d functions, the localized relaxation energy is 0.06 eV higher and the ionization energy 0.09 eV lower. Adding f and g functions to the larger basis raises the localized relaxation energy by 0.11 eV and lowers the ionization energy by the same amount, while the difference of 2.65 eV between the shared and the localized hole grows by 0.05 eV. Restoring only the f functions of the larger basis raises R by 0.04 eV and changes the shortfall R − r(1) by less than 0.01 eV. Relations such as equation (12) hold within each basis. The largest of the computed omissions is electron correlation within the atom. In second order, the pair correlation that the 3p electron had with all others in the neutral atom amounts to 1.29 eV in the basis used here. This value is far from converged, because correlation needs functions of higher angular momentum and more flexibility: in the full def2-QZVP basis it is 2.42 eV. Losing it raises the ionization energy. This is one part of the correlation change and not the total, since the remaining pairs also change when the hole is formed.

In extreme-ultraviolet lithography, photons of 13.5 nm wavelength enter a resist film and release photoelectrons, whose kinetic energy governs how many further ionizations they can cause. Some resists contain clusters with several equivalent metal atoms, and there the question of a shared inner hole arises in calculations. Manganese serves here as an atom with a suitable shell and not as a typical resist metal. Its 3p binding energy in solids is roughly 50 eV, so the photon can open this shell in practice as well as in the model. For two atoms, the symmetric mean field would lower the photoelectron energy from 36.8 to 34.1 eV, by 7 % of the larger value.

The assumption that a real film breaks most clearly is that of distant atoms. Metal atoms in an oxide cluster are roughly 0.35 nm apart. Continued to that distance with the polarizability found with diffuse functions, the d⁻⁴ law gives 5.4 meV × (1.2/0.35)⁴ ≈ 0.7 eV per neutral neighbour. The law is no longer reliable there, because the orbitals overlap and neighbours polarize each other, and metal ions in an oxide have a different polarizability from neutral atoms. The figure is therefore no prediction for a cluster. Even with the polarizability of 68 atomic units, however, it is about 0.5 eV, roughly a fifth of the 2.65 eV at issue, which indicates that the surroundings can no longer be neglected. Spin–orbit splitting and the decay of the hole are also missing from the model. For a calculation on such a cluster the practical rule is conditional. If the hopping of the core level is small compared with R and the method is of Hartree–Fock type, the hole should be allowed to localize, or localized determinants should be combined. For distant atoms the binding energy otherwise comes out too high by r(1) − n r(1/n), which is R(1 − 1/n) in linear response. The size of the error at the spacing of a cluster was not computed here. The main computed energies are collected in the numerical output below.

Computed values

```
Mn atom, UHF, def2-TZVP without f; minority-spin 3p_z hole
photon wavelength: 13.5 nm
photon energy: 91.84 eV
frozen-orbital ionization energy: 60.755 eV
relaxed ionization energy, localized hole: 55.074 eV
linear-response relaxation R (Hessian): 6.4816 eV
R from small-hole SCF extrapolation: 6.4827 eV
n=1: R/n = 6.4816 eV; full n*r(1/n) = 5.6817 eV; full ratio to n=1 = 1.0000
n=2: R/n = 3.2408 eV; full n*r(1/n) = 3.0309 eV; full ratio to n=1 = 0.5334
n=3: R/n = 2.1605 eV; full n*r(1/n) = 2.0665 eV; full ratio to n=1 = 0.3637
n=4: R/n = 1.6204 eV; full n*r(1/n) = 1.5674 eV; full ratio to n=1 = 0.2759
n=8: R/n = 0.8102 eV; full n*r(1/n) = 0.7969 eV; full ratio to n=1 = 0.1403
photoelectron energy from mean field, n=1: 36.767 eV
photoelectron energy from mean field, n=2: 34.116 eV
Cluster checks, UHF, def2-SVP without f
nearest-neighbour spacing: 3.0 nm
one-atom frozen ionization energy: 60.7229 eV
one-atom full relaxation: 5.0222 eV
2 atoms: frozen ionization = 60.7229 eV
2 atoms: relaxation, symmetric hole = 2.7027 eV; n*r(1/n) = 2.7027 eV
4 atoms: frozen ionization = 60.7229 eV
4 atoms: relaxation, symmetric hole = 1.4069 eV; n*r(1/n) = 1.4069 eV
2 atoms: symmetric minus localized energy = 2.3196 eV
2 atoms: localized-state coupling = 6.4e-13 eV
Neglected effects
nonlinear part of localized relaxation: -0.8000 eV
neighbour polarization at 1.2 nm: 2.131 meV
neighbour polarization at 1.8 nm: 0.420 meV
fitted inverse power of distance: 4.01
scalar-relativistic change of relaxation: 0.0664 eV
scalar-relativistic change of ionization energy: 0.3164 eV
second-order pair correlation lost with 3p electron: 1.292 eV
```
